# Interacting and noninteracting baths in density-matrix embedding

## What goes wrong without the projection

Density-matrix embedding replaces a large molecule or lattice by a small problem: a fragment and a few bath orbitals. Once these orbitals are known, it is tempting to take the one- and two-electron integrals between them and solve.

For a chain of six hydrogen atoms with one atom as fragment, this gives many-electron matrix elements that are wrong by up to 2.54 hartree, even when the constant energy of the nuclei and of the outside electrons is added correctly; most of this error is a common shift of all configurations. Four electrons have been left in orbitals outside the small problem, and their repulsion is missing. Inserting the Fock matrix of the whole chain makes the opposite error: it contains the mean repulsion among the embedding electrons, which the small problem then counts again.

Projection settles what belongs in the one-body term. It also separates two embedding Hamiltonians: one is a compression of the true Hamiltonian, the other of an approximate one.

## Setting

Take $N$ orthonormal real spatial orbitals and, in Hartree atomic units,
$$H=E_{\rm nuc}+\sum_{pq}h_{pq}E_{pq}+\tfrac12\sum_{pqrs}(pq|rs)\,e_{pqrs}.$$
Here $E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma}$, and
$$e_{pqrs}=E_{pq}E_{rs}-\delta_{qr}E_{ps}=\sum_{\sigma\tau}a^\dagger_{p\sigma}a^\dagger_{r\tau}a_{s\tau}a_{q\sigma}.$$
The last equality follows from $a_{q\sigma}a^\dagger_{r\tau}=\delta_{qr}\delta_{\sigma\tau}-a^\dagger_{r\tau}a_{q\sigma}$ and one exchange of the two annihilators.

Let $\Phi$ be a closed-shell determinant with $D_{pq}=\langle E_{pq}\rangle$. Its eigenvalues are 2 and 0, so $D^2=2D$. Define
$$V[D]_{pq}=\sum_{rs}\left[(pq|rs)-\tfrac12(ps|rq)\right]D_{rs},\qquad F=h+V[D].$$
$\Phi$ need not be a Hartree–Fock solution unless this is stated.

## Bath, core and empty orbitals

Divide the orbitals into a fragment $A$ of $n_A$ orbitals and an environment $E$. The environment block of $D^2=2D$ reads
$$D_{EA}D_{AE}=D_{EE}(2-D_{EE}).$$
For a normalized eigenvector $v$ of $D_{EE}$ with occupation $n$, this gives
$$|D_{AE}v|^2=n(2-n).$$
An environment orbital with $n=2$ or $n=0$ therefore has no density-matrix element with the fragment. Call the first kind core and the second kind empty. Orbitals with $0<n<2$ do couple to the fragment; they are the bath $B$.

The columns of $D_{EA}$ are orthogonal to all core and empty orbitals, so they lie in the bath space. The number of bath orbitals is the rank of $D_{EA}D_{AE}$, which is the rank of $D_{EA}$ and at most $n_A$. The columns thus span the bath. I assume full rank, so there are $n_A$ bath orbitals; with lower rank the derivation is unchanged and the bath is smaller.

Core and bath orbitals are different eigenvectors of $D_{EE}$, so $D$ does not connect them either. Hence
$$D=D_{\rm core}+D_{\rm emb},$$
without cross terms, where the embedding space is fragment plus bath. The determinant $\Phi$ is a filled core together with a determinant in the embedding space.

## Projecting the Hamiltonian

Use $i,j,k,l$ for core orbitals, $a,b,c,d$ for embedding orbitals and $v$ for empty ones. The projector
$$P=\prod_{i\sigma}n_{i\sigma}\prod_{v\sigma}(1-n_{v\sigma})$$
keeps the core filled and the empty orbitals vacant, and leaves the embedding orbitals free. It obeys
$$a^\dagger_{i\sigma}P=0,\quad Pa_{i\sigma}=0,\quad a_{v\sigma}P=0,\quad Pa^\dagger_{v\sigma}=0.$$

**One-body terms.** For two core indices,
$$Pa^\dagger_{i\sigma}a_{j\sigma}P=P(\delta_{ij}-a_{j\sigma}a^\dagger_{i\sigma})P=\delta_{ij}P,$$
so $PE_{ij}P=2\delta_{ij}P$. With one core and one embedding index, the core operator can be moved, with a sign, next to the $P$ that it annihilates, and the term vanishes. Any empty index gives zero in the same way. With two embedding indices, $E_{ab}$ commutes with $P$ and survives.

**Two-body terms.** Empty indices again give zero. A core electron that is removed must be put back, so core creators and core annihilators occur in equal number.

With no core index, $e_{abcd}$ survives unchanged.

With one core creator and one core annihilator there are four placements. In the first, the core pair belongs to electron one:
$$a^\dagger_{i\sigma}a^\dagger_{c\tau}a_{d\tau}a_{j\sigma}=a^\dagger_{i\sigma}a_{j\sigma}a^\dagger_{c\tau}a_{d\tau}.$$
The operator $a_{j\sigma}$ has passed two others, so there is no net sign. Projection and spin summation give $2\delta_{ij}E_{cd}$. A core pair on electron two gives $2\delta_{ij}E_{ab}$ likewise.

In the third placement the core operators belong to different electrons:
$$a^\dagger_{i\sigma}a^\dagger_{c\tau}a_{j\tau}a_{b\sigma}=-a^\dagger_{i\sigma}a_{j\tau}a^\dagger_{c\tau}a_{b\sigma}.$$
One exchange gives the minus sign. Projection gives $\delta_{ij}\delta_{\sigma\tau}$, so one spin sum is lost and the result is $-\delta_{ij}E_{cb}$. The fourth placement is
$$a^\dagger_{a\sigma}a^\dagger_{i\tau}a_{d\tau}a_{j\sigma}=-a^\dagger_{i\tau}a_{j\sigma}a^\dagger_{a\sigma}a_{d\tau},$$
which gives $-\delta_{ij}E_{ad}$.

Insert the integrals and the prefactor $\tfrac12$. The two direct placements are equal because $(ab|ii)=(ii|ab)$, and the two exchange placements are equal for real orbitals. Their sum is
$$\sum_{ab}\sum_i\left[2(ab|ii)-(ai|ib)\right]E_{ab}=\sum_{ab}V[D_{\rm core}]_{ab}E_{ab},$$
since $D_{\rm core}$ is twice the unit matrix on the core.

With four core indices, the same contractions give
$$Pe_{ijkl}P=(4\delta_{ij}\delta_{kl}-2\delta_{il}\delta_{jk})P.$$
The energy is
$$\sum_{ik}\left[2(ii|kk)-(ik|ki)\right]=\tfrac12{\rm Tr}\,D_{\rm core}V[D_{\rm core}].$$

Within the projected space, therefore,
$$H_{\rm IB}=PHP=E_{\rm core}+\sum_{ab}(h+V[D_{\rm core}])_{ab}E_{ab}+\tfrac12\sum_{abcd}(ab|cd)\,e_{abcd},$$
$$E_{\rm core}=E_{\rm nuc}+{\rm Tr}\,D_{\rm core}\left(h+\tfrac12V[D_{\rm core}]\right).$$
This is the interacting-bath form (IB). The factor $\tfrac12$ belongs to the repulsion within the core; an embedding electron feels the full core field.

Because $V$ is linear, $V[D]=V[D_{\rm core}]+V[D_{\rm emb}]$, and the one-body matrix can also be written
$$h_{\rm IB}=F_{\rm emb}-V_{\rm emb}[D_{\rm emb}],$$
where $F_{\rm emb}$ is the embedding block of $F$ and $V_{\rm emb}$ uses the embedding integrals. The subtraction removes the double counting described at the start.

For a Hubbard model with repulsion $U$ on every site, and embedding orbitals with site coefficients $C_{sa}$, the interaction becomes $(ab|cd)=U\sum_sC_{sa}C_{sb}C_{sc}C_{sd}$. A local repulsion thus produces interactions among delocalized bath orbitals.

## The noninteracting bath

The noninteracting-bath form (NIB) retains the two-electron operator when all four indices lie in $A$. Every other interaction is replaced by its mean field before projection. Let $V_A[D_{AA}]$ be built from the fragment integrals alone. The approximate Hamiltonian of the whole system is
$$H'=C_0+\sum_{pq}(F-V_A[D_{AA}])_{pq}E_{pq}+\tfrac12\sum_{pqrs\in A}(pq|rs)\,e_{pqrs}.$$

Fix $C_0$ by requiring $\langle\Phi|H'|\Phi\rangle=\langle\Phi|H|\Phi\rangle\equiv E_\Phi$. In a determinant,
$$\langle e_{pqrs}\rangle=D_{pq}D_{rs}-\tfrac12D_{ps}D_{rq},$$
so an interaction contributes half the trace of $D$ with its own mean field. Therefore
$$E_\Phi=E_{\rm nuc}+{\rm Tr}\,DF-\tfrac12{\rm Tr}\,DV[D],$$
$$\langle H'\rangle=C_0+{\rm Tr}\,DF-\tfrac12{\rm Tr}\,D_{AA}V_A[D_{AA}],$$
and
$$C_0=E_{\rm nuc}-\tfrac12{\rm Tr}\,DV[D]+\tfrac12{\rm Tr}\,D_{AA}V_A[D_{AA}].$$

Now project. Core orbitals have no component on $A$, so the remaining two-electron operator does not touch them. Their one-body term gives a constant:
$$H_{\rm NIB}=C+\sum_{ab}(F-V_A[D_{AA}])_{ab}E_{ab}+\tfrac12\sum_{abcd\in A}(ab|cd)\,e_{abcd},$$
$$C=C_0+{\rm Tr}\,D_{\rm core}F.$$
No core field is added here, because $F$ already contains it. The gain is economy: $n_A^4$ two-electron integrals, before symmetry, instead of $(2n_A)^4$.

## What the two forms share

Adding each form's own mean field to its one-body matrix gives
$$h_{\rm IB}+V_{\rm emb}[D_{\rm emb}]=F_{\rm emb}=h_{\rm NIB}+V_A[D_{AA}].$$
The two problems have the same Fock matrix at $D_{\rm emb}$. They differ in fluctuations about it, as the action of $\Delta=H_{\rm IB}-H_{\rm NIB}$ on $\Phi$ shows.

The two-electron part of $\Delta$ contains the integrals with at least one bath index. Its one-electron part is minus their mean field, $-(V_{\rm emb}[D_{\rm emb}]-V_A[D_{AA}])$. Consider a single excitation from an occupied orbital $m$ of $\Phi$ to an unoccupied orbital $x$. A two-electron operator can produce it if its second creator and annihilator restore an occupied spectator orbital. This is the counting done above, with the occupied orbitals of $\Phi$ in the role of the core: two direct and two exchange placements give the $xm$ element of the mean field. When the spectator is the excited electron itself, the direct and exchange parts cancel, as exclusion demands. The one-electron part of $\Delta$ removes this amplitude. The component along $\Phi$ vanishes because both energies equal $E_\Phi$. What remains of $\Delta\Phi$ consists of double excitations.

If $\Phi$ is a Hartree–Fock solution, $FD=DF$. Since $D$ does not connect the embedding space to the rest, $F_{\rm emb}$ and $D_{\rm emb}$ commute too. Then $\Phi$ is stationary in both embedding problems.

A correlation potential $u$ used to prepare $\Phi$ enters $H_{\rm IB}$ through the orbitals alone, since the projected operator is still $H$. If the environment part of $u$ is added to $H'$, its bath block appears in $h_{\rm NIB}$, and the equality of Fock matrices above no longer holds in general.

## Which energy is a bound

For a normalized state $\psi$ in the projected space, $\langle\psi|H_{\rm IB}|\psi\rangle=\langle\psi|H|\psi\rangle$. Minimizing over this subspace, which contains $\Phi$, gives
$$E_{\rm exact}\le E_{\rm IB}\le E_\Phi$$
at fixed electron number. Here $E_{\rm exact}$ is the lowest eigenvalue of $H$ in the chosen orbitals.

For NIB, $\Phi$ is also a trial state and $E_{\rm NIB}\le E_\Phi$. The lower bound is lost, because the operator being minimized is not $H$.

## Two sites: both errors in closed form

Take two sites, two electrons, $h_{AB}=-t$ with $t>0$, zero site energies, on-site repulsion $U$ and intersite repulsion $V$. Let $\Phi$ doubly occupy $(A+B)/\sqrt2$, so every element of $D$ is 1. Site $A$ is the fragment and site $B$ the bath. Nothing is left outside, so IB is the full problem.

The covalent singlet has energy $V$. The even combination of the two doubly occupied configurations has energy $U$. Hopping couples them by $-2t$, while the odd combination decouples. The lower root is
$$E_{\rm IB}=\frac{U+V}{2}-\sqrt{4t^2+\frac{(U-V)^2}{4}}.$$
It lies below the triplet energy $V$, as it lies below both diagonal elements. $\Phi$ is the equal mixture of the two singlets, so $E_\Phi=(U+V)/2-2t$ and
$$E_{\rm IB}-E_\Phi=2t-\sqrt{4t^2+\frac{(U-V)^2}{4}}.$$

For NIB, the mean field has diagonal elements $U/2+V$ and off-diagonal element $-V/2$, the latter from exchange. The hopping becomes $-t'$ with $t'=t+V/2$. Removing the fragment's own field $U/2$ leaves
$$h_{AA}=V,\qquad h_{BB}=V+\frac U2.$$
Up to the common constant, the covalent energy is $h_{AA}+h_{BB}=2V+U/2$. Double occupation of $A$ costs $2h_{AA}+U=2V+U$, and that of $B$ costs $2h_{BB}=2V+U$. The gap is $U/2$, so
$$E_{\rm NIB}-E_\Phi=2t'-\sqrt{4t'^2+\frac{U^2}{16}}.$$

At $V=0$ this is the exact formula with $U$ replaced by $U/2$. For $U\ll t$ the correlation energies are $-U^2/16t$ and $-U^2/64t$: NIB recovers one quarter. At $U/t=0.1$ the computed ratio is 0.25003. At $U=4t$ the energies are $-0.828t$ for IB and $-0.236t$ for NIB.

At $U=V$ the interaction is $\tfrac U2\hat N(\hat N-1)$, a constant for two electrons, and $\Phi$ is the exact ground state. The amplitude of the double excitation from $\Phi$ receives $U/4$ from the on-site term of $A$, $U/4$ from that of $B$ and $-V/2$ from the intersite term, and only the three together cancel. NIB keeps the first interaction and replaces the other two by their mean field, so the contribution of $A$ is left uncancelled. For $U=V=4t$ it gives $6t-\sqrt{37}\,t=-0.083t$, an energy below the exact one.

## One atom in a hydrogen chain

Consider a linear H$_6$ chain with spacing 1.8 bohr, in the STO-6G basis. The orbitals are symmetrically orthogonalized atomic orbitals, and $\Phi$ is the restricted Hartree–Fock determinant. The reference is full configuration interaction in the same basis; it omits basis-set incompleteness, which is large. The correlation energy, −0.0930 hartree in this basis, becomes −0.0958 hartree in 6-31G (full configuration interaction) and about −0.13 hartree in cc-pVDZ (CCSD(T)).

Atom 3 is the fragment. The environment occupations are 0, 0, 1.0063, 2 and 2, which means one bath orbital, two core orbitals and two embedding electrons. The bath orbital lies mainly on the neighbours, with coefficients 0.431 on atom 2 and 0.826 on atom 4, but it also reaches atom 6, with coefficient −0.363.

The one-body elements, in hartree, are:

| Matrix | $AA$ | $AB$ | $BB$ |
|---|---:|---:|---:|
| bare $h$ | −1.9733 | −0.3983 | −1.8853 |
| $V[D_{\rm core}]$ | 1.2046 | −0.0408 | 1.2698 |
| $h_{\rm IB}$ | −0.7688 | −0.4391 | −0.6155 |
| $F_{\rm emb}$ | 0.1188 | −0.6698 | 0.1104 |
| $h_{\rm NIB}$ | −0.3404 | −0.6698 | 0.1104 |

The third row is the sum of the first two. The last differs from $F_{\rm emb}$ in one element, by the fragment's own field:
$$\tfrac12(AA|AA)D_{AA}=\tfrac12(0.9243)(0.9937)=0.4592.$$
If the core field is omitted, the configuration with both electrons in $B$ is wrong by $2(1.2698)=2.54$ hartree, the error quoted at the start, with $E_{\rm core}$ kept. The configuration with both electrons in $A$ is wrong by $2(1.2046)=2.41$ hartree and the covalent one by $1.2046+1.2698=2.47$ hartree, so the three diagonal errors differ from one another by at most 0.13 hartree.

The remaining integrals needed are $(BB|BB)=0.6018$, $(AA|BB)=0.4501$, $(AA|AB)=-0.0199$ and $(AB|BB)=-0.0195$ hartree. The two-site picture now explains the energies. Let $2\delta$ be the gap between the even combination of the two ionic configurations and the covalent singlet, and $w$ their coupling. The one-body energies cancel from the gap, as does $(AB|AB)$, which raises both states equally. Thus
$$2\delta_{\rm IB}=\tfrac12(0.9243+0.6018)-0.4501=0.313,$$
$$2\delta_{\rm NIB}=\tfrac12(0.9243)=0.462.$$
The coupling is twice the effective hopping. For IB this includes the mean of the two small hybrid integrals:
$$w_{\rm IB}=2(0.4391+0.0197)=0.918,\qquad w_{\rm NIB}=2(0.6698)=1.340.$$
Neglecting the small difference between the two ionic configurations, the correlation energy is $w-\sqrt{w^2+\delta^2}\approx-\delta^2/2w$. This gives −0.013 hartree for IB and −0.020 hartree for NIB.

Diagonalization gives $E_{\rm IB}-E_{\rm HF}=-0.0132$ hartree (−0.360 eV) and $E_{\rm NIB}-E_{\rm HF}=-0.0198$ hartree (−0.538 eV). For this atom and spacing NIB exaggerates the correlation energy relative to IB, for the following reason. (For atom 1 at the same spacing, or atom 3 at 2.4 bohr, the order is the opposite.) Dropping $(AA|BB)$ widens the gap by 0.450 and dropping $(BB|BB)$ narrows it by 0.301, so $2\delta$ rises from 0.313 to 0.462. Then $\delta^2$ grows by a factor 2.18 while $w$ grows only by a factor 1.46.

The wavefunctions are nevertheless almost equal. The mixing depends on $\delta/w$, which is 0.171 for IB and 0.173 for NIB. Accordingly, the double occupancy of atom 3 is 0.2050 and 0.2046, against 0.2469 in Hartree–Fock and 0.1932 in the full calculation. Here the NIB state nearly equals the IB state while its energy does not: the expectation value of $H$ in it is −3.186969 hartree, against $E_{\rm IB}=-3.186970$. This agreement is an accident of the example. In the two-site model at $V=0$ the ratios $\delta/w$ are $U/4t$ for IB and $U/8t$ for NIB, and with atoms 3 and 4 as fragment the expectation value of $H$ in the NIB state is −3.1954 hartree, against $E_{\rm IB}=-3.2003$.

With atoms 3 and 4 as fragment the order reverses: the gains over Hartree–Fock are −0.0266 hartree for IB and −0.0226 hartree for NIB. The sign of $E_{\rm NIB}-E_{\rm IB}$ is therefore not fixed, even within this chain. Both NIB energies still lie above the full configuration-interaction energy.

The full correlation energy is −0.0930 hartree. The IB gain is much smaller in magnitude because the core is frozen and the empty orbitals are unavailable. The NIB gain is also much smaller here, although no bound requires it. Two restrictions act together: the core and the empty orbitals are frozen, and $H'$ lacks the fluctuations of every interaction outside the fragment. Lifting only one of them does not help much. Diagonalizing $H'$ in all six orbitals, with the core and the empty orbitals released, gives gains of only −0.0212 hartree for atom 3 and −0.0250 hartree for atoms 3 and 4. Restoring the missing interactions within the embedding space alone gives the IB gains, which are also small. Lifting both restrictions gives the full correlation energy. The IB and NIB values are energies of the whole chain with one region correlated, not embedding estimates assembled from all fragments.

The numerical check checks both projections by explicit selection of determinants, including a case in which $\Phi$ is not a Hartree–Fock solution.

## Numbers as computed

```
H6 chain, STO-6G: spacing 1.8 bohr, E_nuc 4.833333 hartree
E_HF -3.173724, E_FCI -3.266743 hartree
Fragment: atom 3; environment: atoms 1,2,4,5,6
environment occupations: 0.000000 0.000000 1.006305 2.000000 2.000000
bath coefficients on 1,2,4,5,6: 0.00163 0.43085 0.82597 0.01346 -0.36326
core orbitals 2, embedding electrons 2
D_emb AA, AB, BB: 0.993695 0.999980 1.006305
bare h AA, AB, BB (hartree): -1.973342 -0.398308 -1.885338
V[D_core] AA, AB, BB (hartree): 1.204573 -0.040770 1.269840
h_IB AA, AB, BB (hartree): -0.768769 -0.439078 -0.615498
F_emb AA, AB, BB (hartree): 0.118811 -0.669756 0.110365
h_NIB AA, AB, BB (hartree): -0.340424 -0.669756 0.110365
(AA|AA), (BB|BB) (hartree): 0.924298 0.601794
(AA|BB), (AB|AB) (hartree): 0.450083 0.009367
(AA|AB), (AB|BB) (hartree): -0.019863 -0.019523
constants E_core, C_NIB (hartree): -1.487823 -1.835191
atom 3: E_IB -3.186970, E_NIB -3.193507 hartree
  minus E_HF: IB -0.013246, NIB -0.019783 hartree
  minus E_HF: IB -0.3604, NIB -0.5383 eV
  <H> in NIB ground state -3.186969 hartree
  double occupancy of atom 3, HF IB NIB FCI: 0.24686 0.20504 0.20455 0.19316
  norm of (H_IB - H_NIB) Phi 0.074592 hartree
atoms 3,4: E_IB -3.200332, E_NIB -3.196279 hartree
  minus E_HF: IB -0.026608, NIB -0.022555 hartree
  minus E_HF: IB -0.7240, NIB -0.6137 eV
  <H> in NIB ground state -3.195447 hartree
  double occupancy of atom 3, HF IB NIB FCI: 0.24686 0.20482 0.20504 0.19316
  norm of (H_IB - H_NIB) Phi 0.103940 hartree
E_FCI - E_HF -0.093019 hartree
non-HF determinant, atoms 1,2: E_Phi -3.039393 hartree
projection error atom 3: IB 2.7e-15, NIB 4.4e-16, IB without V[D_core] 2.5397 hartree
projection error atoms 3,4: IB 3.6e-15, NIB 4.4e-16, IB without V[D_core] 2.5028 hartree
projection error non-HF: IB 3.6e-15, NIB 8.9e-16, IB without V[D_core] 2.7970 hartree
dimer U=4.0 V=0.0 (t): E-E_Phi IB -0.828427, NIB -0.236068 t
dimer U=4.0 V=1.5 (t): E-E_Phi IB -0.358495, NIB -0.140055 t
dimer U=4.0 V=4.0 (t): E-E_Phi IB -0.000000, NIB -0.082763 t
dimer U=0.1 V=0 (t): correlation ratio NIB/IB 0.25003
```
